\section*{Choosing kinematic or dynamical x-ray diffraction for strained multilayers}

\section{What the wrong choice does}

Take a perfect, non-absorbing film of 20\,000 lattice planes, 2822~nm thick, and compute its Bragg peak by adding the waves scattered by the planes. With the model parameters used below, the reflectivity comes out as 1.50: more radiation leaves than arrives. The fringes of the true diffraction curve mislead less visibly. If its first two minima beside the peak are converted to a thickness by the kinematic fringe rule, the result is 2927~nm, which is 3.7\,\% too large.

The setting discussed here is the scattering model used to turn a layered structure and its electron density into a diffraction curve. The kinematic model lets each plane see an incident wave that diffraction has not weakened; refraction and absorption can still be included. The dynamical model lets the diffracted wave scatter back. What follows derives the dynamical recursion, finds the kinematic model inside it, and extracts the number that decides between them at the peak of a free, weakly absorbing film.

\section{Inputs and conventions}

A plane wave of wavelength $\lambda$ and wavenumber $k=2\pi/\lambda$ falls at glancing angle $\theta$ on layers whose diffracting planes are parallel to the surface. The electric field is perpendicular to the plane of incidence. Depth $z$ points inward and fields vary as $e^{-i\omega t}$, so a positive imaginary susceptibility means absorption.

A layer has plane spacing $d$, a whole number $N$ of cells and thickness $t=Nd$. Its susceptibility is modelled as
\begin{equation}
\chi(z)=\chi_0+\chi_h\left(e^{i\varphi}+e^{-i\varphi}\right),\qquad \varphi'(z)=\frac{2\pi}{d}.
\end{equation}
The two exponentials have equal coefficients, for example, when a diffracting plane through an inversion centre is the phase origin. Layers meet at such planes, so $\varphi$ is continuous up to multiples of $2\pi$.

A computed electron density $n(\mathbf r)$ supplies the real parts. Far above all resonances an electron obeys $m\ddot x=-eE$, hence $x=eE/(m\omega^2)$ and the polarization is $-nex$. This gives
\begin{equation}
\chi(\mathbf r)=-\frac{n e^2}{\varepsilon_0 m\omega^2}=-\frac{r_e\lambda^2}{\pi}\,n(\mathbf r),
\qquad r_e=\frac{e^2}{4\pi\varepsilon_0mc^2},
\end{equation}
where $\omega=2\pi c/\lambda$ was used. Thus $\chi_0$ follows from the mean density and $\chi_h$ from its Fourier component $n_h$. The density must contain the core electrons, which can dominate $n_h$ at small plane spacings, so the valence density of a pseudopotential calculation is not enough. Thermal motion weakens the contribution of each atom to $n_h$ and must be included as well. Absorption and, near an absorption edge, resonant corrections to the real parts must be supplied separately.

\section{From the wave equation to the recursion}

The factor $e^{ikx\cos\theta}$ is common to all fields. With $k_z=k\sin\theta$ the remaining equation is
\begin{equation}
E''+\left(k_z^2+k^2\chi\right)E=0 .
\end{equation}
Write $E=De^{ik_zz}+Se^{-ik_zz}$. One field has been replaced by two functions, so one condition may be imposed: $D'e^{ik_zz}+S'e^{-ik_zz}=0$. Then $E'=ik_z(De^{ik_zz}-Se^{-ik_zz})$, and one more derivative gives
\begin{equation}
E''+k_z^2E=ik_z\left(D'e^{ik_zz}-S'e^{-ik_zz}\right)=2ik_zD'e^{ik_zz}.
\end{equation}
The left side equals $-k^2\chi E$. With $\kappa=k^2/(2k_z)=k/(2\sin\theta)$,
\begin{align}
D'&=i\kappa\chi\left(D+Se^{-2ik_zz}\right),\\
S'&=-i\kappa\chi\left(S+De^{2ik_zz}\right).
\end{align}
No approximation has been made yet. Near the reflection, $\psi=2k_zz-\varphi$ varies slowly, while $\varphi$, $2k_zz$ and their sum turn by about $2\pi$ or more in each cell. Keeping the slow products leaves the Takagi--Taupin equations
\begin{align}
D'&=i\kappa\left(\chi_0D+\chi_he^{-i\psi}S\right),\\
S'&=-i\kappa\left(\chi_0S+\chi_he^{i\psi}D\right).
\end{align}
A dropped term, integrated over a uniform layer, oscillates with an amplitude of order $\kappa|\chi|/(2k_z)=|\chi|/(4\sin^2\theta)$. This is about $2\times10^{-5}$ in the example. It includes the weak specular reflection at the surface. The step requires $|\psi'|\ll2\pi/d$, so it does not describe the region midway between Bragg orders.

Define the amplitude ratio $X=e^{-i\psi}S/D$. Its logarithmic derivative is
\begin{align}
\frac{X'}{X}&=-i\psi'+\frac{S'}{S}-\frac{D'}{D}\nonumber\\
&=-i\psi'-i\kappa\left(\chi_0+\frac{\chi_h}{X}\right)-i\kappa\left(\chi_0+\chi_hX\right).
\end{align}
Multiplication by $X$ gives
\begin{equation}
X'=-i\left(c+bX+cX^2\right),
\label{eq:riccati}
\end{equation}
\begin{equation}
c=\kappa\chi_h,\qquad b=2k\sin\theta-\frac{2\pi}{d}+2\kappa\chi_0 .
\end{equation}
Here $c$ is the scattering strength per unit depth and $b$ the mismatch from the Bragg condition inside the material. The term $cX^2$ is the diffracted wave scattering back into the incident one.

Since $E$ and $E'$ are continuous, so are $D$ and $S$; with continuous $\varphi$, $X$ is continuous too. At the surface $\varphi=0$, hence $X(0)=S/D$ and $R=|X(0)|^2$. If an interface is not a common plane and $\varphi$ jumps by $\delta$ on going down through it, the definition of $X$ requires a factor $e^{-i\delta}$ on going up.

\subsection{Solution in one layer}

Let $\tau$ be the height above the bottom of the layer, so $dX/d\tau=i(c+bX+cX^2)$. Put $X=v/w$ with
\begin{equation}
\frac{d}{d\tau}\begin{pmatrix}v\\w\end{pmatrix}=iM\begin{pmatrix}v\\w\end{pmatrix},\qquad
M=\begin{pmatrix}b/2&c\\-c&-b/2\end{pmatrix}.
\end{equation}
The quotient rule gives $i(c+bX/2)+iX(b/2+cX)$, as required. Because $M^2=(s/2)^2$ times the unit matrix, with $s^2=b^2-4c^2$, the exponential series separates into even and odd powers:
\begin{equation}
e^{iMt}=\cos\frac{st}{2}+\frac{2i}{s}M\sin\frac{st}{2}.
\end{equation}
Start from $v=X_{\rm bot}$, $w=1$, and divide $v$ and $w$ at the top by the cosine:
\begin{equation}
X_{\rm top}=\frac{X_{\rm bot}+iT\,(2c+bX_{\rm bot})}{1-iT\,(b+2cX_{\rm bot})},\qquad T=\frac{\tan(st/2)}{s}.
\label{eq:rec}
\end{equation}
$T$ is even in $s$, so either square root may be used; at $s=0$ its value is $t/2$.

For a thick absorbing substrate choose ${\rm Im}\,s>0$. Then $\tan(st/2)\to i$ and $T\to i/s$. Starting from zero at great depth,
\begin{equation}
X_s=\frac{-2c/s}{1+b/s}=-\frac{2c}{b+s}.
\end{equation}
The calculation begins with $X_s$, or with $X=0$ for a free film, and applies \eqref{eq:rec} layer by layer to the surface. The work grows as the number of layers times the number of angles.

\section{The kinematic limit and its error}

For the peak of a film with weak absorption over its thickness, the deciding number is
\begin{equation}
A=|c|t=\frac{k|\chi_h|t}{2\sin\theta}=\frac{r_e\lambda|n_h|t}{\sin\theta},
\end{equation}
the last form holding for $\chi_h$ taken from the density. If $A\ll1$, a free film has $|X|\ll1$ and $cX^2$ can be dropped. The linear equation $dX/d\tau=i(c+bX)$ with $X=0$ at the bottom gives
\begin{equation}
X=\frac{c}{b}\left(e^{ibt}-1\right),\qquad R=|c|^2\,\frac{\sin^2(bt/2)}{(b/2)^2},
\label{eq:kin}
\end{equation}
the second form for real $b$. The minima lie at $bt=2\pi m$ with $m\neq0$. Neglecting the slow variation of $\kappa$, neighbouring minima on one side of the peak differ by $2\pi/t$ in $2k\sin\theta$, so
\begin{equation}
\Delta(\sin\theta)=\frac{\lambda}{2t},\qquad \Delta\theta\simeq\frac{\lambda}{2t\cos\theta}.
\label{eq:fringe}
\end{equation}

The same pattern follows from counting planes. Each plane contributes an amplitude of modulus $\kappa|\chi_h|d$, and successive planes differ in phase by $(2k\sin\theta+2\kappa\chi_0)d=bd+2\pi$. For real $b$, the geometric sum gives $|c|^2d^2\sin^2(Nbd/2)/\sin^2(bd/2)$, which becomes \eqref{eq:kin} when $|b|d\ll1$.

\subsection{Keep refraction in the phase}

The term $2\kappa\chi_0$ is of first order in the susceptibility. A plane sum that omits it misplaces the pattern by a phase $2\kappa|\chi_0|t$ and also omits absorption; its error is of first order. With the term kept, the first omission relative to the recursion is $cX^2$. Since $X$ is at most of order $A$, this changes $X$ by at most order $A^3$, which is of order $A^2$ relative to the peak amplitude.

The coefficient at the centre follows without absorption. For $b=0$ put $X=iY$; then $dY/d\tau=c(1-Y^2)$, so $Y=\tanh(ct)$ and
\begin{equation}
R=\tanh^2A=A^2\left(1-\tfrac23A^2+\dots\right).
\label{eq:tanh}
\end{equation}
The kinematic value is $A^2$. A relative peak error below $\epsilon$ therefore requires, to leading order, $A<\sqrt{3\epsilon/2}$. For 1\,\% this is $A<0.12$. With strong absorption $|X|$ can stay small in a thicker film, and the kinematic model can then hold at larger $A$.

\subsection{Fringes of thicker films}

Without absorption, a free film reflects nothing when $\sin(st/2)=0$ with $s\neq0$, because $T$ then vanishes. Hence $b^2-4c^2=(2\pi m/t)^2$, or
\begin{equation}
\frac{|b|t}{2\pi}=m\sqrt{1+\frac{A^2}{\pi^2m^2}}\simeq m+\frac{A^2}{2\pi^2m},\qquad m=1,2,\dots
\label{eq:minima}
\end{equation}
Back-scattering pushes the minima outward, the inner ones most. The gap between minima $m$ and $m+1$ shrinks by $A^2/[2\pi^2m(m+1)]$ of a fringe, and the thickness from \eqref{eq:fringe} is too large by that fraction at leading order. Outer fringes give a better thickness, if they remain measurable.

\section{A film on a substrate}

A weak film does not make the substrate weak. Dropping $cX^2$ within the film, but starting from $X_s$, gives
\begin{equation}
X\simeq\frac{c}{b}\left(e^{ibt}-1\right)+e^{ibt}X_s ,
\label{eq:semi}
\end{equation}
with $b$ and $c$ of the film. Amplitudes add, so the intensity contains a cross term that a sum of separate film and substrate intensities misses.

The error of \eqref{eq:semi} is the accumulated $cX^2$, of size at most about $A(|X_s|+A)^2$. It can be much smaller. Suppose the substrate peak lies many fringes away from the film's own reflection, so that $|b|t\gg1$ there. Then $|c/b|=A/(|b|t)$ is small and $X\simeq e^{ib\tau}X_s$ inside the film. The missing amplitude is then
\begin{equation}
ic\int_0^t e^{ib(t-\tau)}e^{2ib\tau}X_s^2\,d\tau=\frac{c}{b}\,X_s^2\,e^{ibt}\left(e^{ibt}-1\right),
\label{eq:miss}
\end{equation}
which is limited by $2|c/b|$ rather than by $A$. This form holds near the substrate peak. It omits a cross term between $X_s$ and the film's own amplitude, of size about $2A|c/b||X_s|$, which takes over when $|X_s|$ falls to the order of $A$.

\section{Worked example}

The parameters are round model values, not those of a named material. The wavelength is 0.15~nm and the substrate spacing 0.14~nm. The film spacing is 0.8\,\% larger, $0.14112$~nm. The film has $\chi_0=(-2.0+0.04i)\times10^{-5}$ and $\chi_h=(-1.1+0.036i)\times10^{-5}$; the substrate has $\chi_0=(-1.5+0.03i)\times10^{-5}$ and $\chi_h=(-0.9+0.028i)\times10^{-5}$.

\subsection{A weak free film}

For 400 cells, $t=400\times0.14112=56.448$~nm. At the film peak, $\theta=32.106^\circ$, so $\sin\theta=0.5315$. With $k=41.89$~nm$^{-1}$, $\kappa=41.89/(2\times0.5315)=39.41$~nm$^{-1}$. With $|\chi_h|=1.1006\times10^{-5}$,
\begin{equation}
A=39.41\times1.1006\times10^{-5}\times56.448=0.0245 .
\end{equation}
The recursion and the plane sum with refraction and absorption give:
\begin{center}
\begin{tabular}{cccc}
${\rm Re}(b)t/2\pi$ & $\theta$ (deg) & $R$, recursion & $R$, plane sum\\
0.0 & 32.1056 & $5.981\times10^{-4}$ & $5.983\times10^{-4}$\\
0.5 & 32.1506 & $2.4187\times10^{-4}$ & $2.4188\times10^{-4}$\\
1.5 & 32.2405 & $2.6741\times10^{-5}$ & $2.6743\times10^{-5}$\\
2.5 & 32.3306 & $9.579\times10^{-6}$ & $9.580\times10^{-6}$
\end{tabular}
\end{center}
The largest difference over ten fringe widths is $4.0\times10^{-4}$ of the peak, in agreement with $\tfrac23A^2=4.0\times10^{-4}$. Halving all susceptibilities reduces it by a factor 4.00, as a second-order error requires.

Without refraction and absorption the plane sum errs by 2.5\,\% of the peak, and halving the susceptibilities reduces this by 2.00. The size can be traced. The phase shift is $2\times39.4\times2.0\times10^{-5}\times56.4=0.089$, and the steepest slope of the normalized peak is 0.27 per radian, which gives 0.024. The missing absorption, ${\rm Im}(b)t=0.0018$, adds about 0.001 at that point.

The first two minima are $0.0900^\circ$ apart, as \eqref{eq:fringe} predicts, and return a thickness of 56.45~nm.

The recursion was also tested against the original wave equation. Each unit cell was cut into thin uniform slices, and the matrix carrying $(E,E')$ through the cell was raised to the power $N$. The complex amplitudes differ by at most $4.6\times10^{-5}$ of the incident amplitude. For this thin film that is more than the effect of $cX^2$ at the peak, about $A^3/3=5\times10^{-6}$. The second-order error found above therefore measures the plane sum against the recursion, not against the wave equation. In reflectivity, both models differ from the wave equation by up to $2.7\times10^{-3}$ of the peak. Halving the susceptibilities does not reduce this fraction, because the dropped terms and the amplitude of a weak film are both of first order in $\chi$. At ${\rm Re}(b)t/2\pi=0.5$, 1.5 and 2.5 the wave equation gives $2.433\times10^{-4}$, $2.721\times10^{-5}$ and $9.86\times10^{-6}$, which is 0.6, 1.7 and 2.9\,\% above the table.

\subsection{Where the kinematic model fails}

Without absorption, the peak reflectivities are:
\begin{center}
\begin{tabular}{ccccc}
cells & $A$ & plane sum & $\tanh^2A$ & wave equation\\
400 & 0.0245 & 0.0005987 & 0.0005985 & 0.0005985\\
2000 & 0.122 & 0.01497 & 0.01482 & 0.01482\\
5000 & 0.306 & 0.0936 & 0.0880 & 0.0880\\
20\,000 & 1.223 & 1.497 & 0.707 & 0.707
\end{tabular}
\end{center}
The 1\,\% criterion is met at about 2000 cells, or 282~nm. At 5000 cells the plane sum is 6\,\% above the dynamical value.

For the thickest film, $A^2/\pi^2=1.497/9.870=0.1517$. Equation \eqref{eq:minima} places the first minima at $\sqrt{1.1517}=1.0732$ and $2\sqrt{1.03791}=2.0376$; the wave equation gives the same values to four decimals. Their gap is 0.9644 instead of 1, so the inferred thickness is $2822.4/0.9644=2927$~nm. This is the error described at the start.

\subsection{The film on the substrate}

With the 56~nm film on the substrate, the linear sum \eqref{eq:semi} errs by at most $1.34\times10^{-3}$ of the incident amplitude. Where $|X_s|<0.1$, the error is below $2\times10^{-5}$. Equation \eqref{eq:miss} explains the first number. At the substrate peak $b\simeq0.3558$~nm$^{-1}$ and $bt\simeq20.08$, so $|e^{ibt}-1|\simeq1.16$. With $|c|=4.3\times10^{-4}$~nm$^{-1}$ the missing amplitude is $1.4\times10^{-3}|X_s|^2$, and $|X_s|$ is slightly below one.

\subsection{Reading strain from a superlattice}

Now place 20 periods on the substrate, each with 60 film cells below 90 cells of substrate material. The period is $\Lambda=60\times0.14112+90\times0.14=21.067$~nm. In the linear approximation one period changes $X$ into $F+e^{i\beta}X$, where $F$ is its own scattered amplitude and $\beta=\sum_jb_jt_j$. Repetition produces a geometric sum with maxima at $\beta=2\pi m$. Since $\sum_jt_j/d_j=150$, this means
\begin{equation}
2k\sin\theta+\frac{k\bar\chi_0}{\sin\theta}=\frac{2\pi(150+m)}{\Lambda},
\label{eq:sat}
\end{equation}
with $\bar\chi_0$ the thickness-weighted mean of the real part.

The recursion has satellites $m=-1,0,1$ at $32.0366^\circ$, $32.2777^\circ$ and $32.5188^\circ$, with reflectivities 0.0036, 0.0200 and 0.0024. They lie within $0.0004^\circ$ of \eqref{eq:sat}. Small shifts are expected, because $F$ varies with angle, the substrate wave interferes, and \eqref{eq:sat} neglects back-scattering; the numbers do not separate these causes.

The central satellite gives the mean spacing, hence a mean strain of 0.003196 relative to the substrate; the built-in value is $21.0672/(150\times0.14)-1=0.003200$. Strain here means the relative difference in plane spacing from the substrate. For a layer of another material it also contains the difference in unstrained spacing, so it is not the elastic strain alone. The outer pair gives a period of 21.080~nm, 0.06\,\% too large.

The highest reflectivity on the angular grid is 0.954. The layers have a summed $|c|t$ of only 0.16 and cannot supply this, so it belongs to the substrate reflection, which needs the dynamical model however thin the layers are. For the whole structure, the recursion and the wave equation, the latter started from the decaying Bloch wave of the substrate, differ by at most $1.6\times10^{-4}$ of the incident amplitude.

\section{Choosing the setting}

\begin{itemize}
\item Compute $A$ for each film, and the sum of $|c|t$ for a stack. For a free film with small $A$ and weak absorption over its thickness, the kinematic peak is too high by about $\tfrac23A^2$ relative to its own value.
\item If the substrate peak or interference with it matters, treat the substrate dynamically. A weak film may then be added through \eqref{eq:semi}, as an amplitude, provided its own reflection lies several fringes from the substrate peak, $|b|t\gg1$. For a matched or nearly matched film the amplitude error at the substrate peak is of first order, about $A|X_s|^2$: a layer of the substrate material itself with $A=0.12$ gives a highest reflectivity of 1.17 from \eqref{eq:semi} instead of 0.976. In that case use the recursion.
\item In a kinematic calculation, keep $\chi_0$ in the phase. Setting $b=0$ shows that refraction raises the peak angle by $-{\rm Re}\,\chi_0/\sin2\theta$, here 3.4~arcsec for the substrate. Ignoring it in \eqref{eq:sat} lowers the inferred spacing by about $|\bar\chi_0|/(2\sin^2\theta)=3\times10^{-5}$ of its value, about 1\,\% of the mean strain in the example.
\item Make the angular step small compared with both the fringe spacing of the total thickness and the substrate peak. Without absorption, $s$ is imaginary for $|b|<2|c|$, so $|b+s|=2|c|$ and $|X_s|=1$. This plateau has angular width $2|\chi_h|/\sin2\theta$, here about 4~arcsec.
\item Neither model as given here contains roughness, interdiffusion, defects, diffuse scattering or instrumental broadening. Agreement between the two over a range of angles shows that back-scattering matters little there. It does not show that back-scattering is weak at the peak, or that the structural model is right.
\end{itemize}

The full set of values is in the numerical output below.

\section*{Computed results}
\begin{verbatim}
wavelength 0.15 nm, substrate spacing 0.14 nm
film spacing 0.14112 nm, strain to substrate 0.008
substrate chi0 -1.50e-05+3.00e-07j, chih -9.00e-06+2.80e-07j
film chi0 -2.00e-05+4.00e-07j, chih -1.10e-05+3.60e-07j
substrate Bragg angle without refraction 32.39237 deg
refraction shift of substrate centre 3.420 arcsec
weak film: 400 cells, t = 56.448 nm, A = 0.02448
weak film, max |X - full wave amplitude| 4.60e-05
weak film: Re(b)t/2pi, theta (deg), R recursion, R plane sum
  0.0  32.10560  5.98057e-04  5.98296e-04
  0.5  32.15055  2.41870e-04  2.41877e-04
  1.5  32.24050  2.67413e-05  2.67427e-05
  2.5  32.33055  9.57916e-06  9.58044e-06
max error of plane sum / peak: full chi, half chi, quotient
  bare      2.512e-02  1.256e-02  2.001
  corrected 3.987e-04  9.973e-05  3.998
minima 1 and 2 at 32.19552 and 32.28551 deg
fringe spacing 0.09000 deg, law 0.09000 deg
thickness read from these minima 56.451 nm
lossless film at b=0: cells, A, R plane sum, tanh^2 A, R full wave
    400  0.02447  5.98720e-04  5.98481e-04  5.98523e-04
   2000  0.12234  1.49680e-02  1.48199e-02  1.48209e-02
   5000  0.30586  9.35500e-02  8.80104e-02  8.80163e-02
  20000  1.22344  1.49680e+00  7.06718e-01  7.06739e-01
thick film minimum 1: bt/2pi full wave 1.07316, law 1.07315
thick film minimum 2: bt/2pi full wave 2.03757, law 2.03756
thick film: true t 2822.40 nm, read 2926.67 nm
film on substrate, max error of linear sum 1.340e-03
  same where |X_s| < 0.1: 1.761e-05
superlattice: 20 x (60 film + 90 substrate cells)
period 21.0672 nm, total 421.34 nm
superlattice, max |X - full wave amplitude| 1.59e-04
highest reflectivity on the grid 0.9540
satellite: theta found (deg), theta law (deg), R
  -1  32.03661  32.03664  3.5863e-03
  +0  32.27771  32.27757  1.9952e-02
  +1  32.51882  32.51914  2.3793e-03
mean strain read 0.003196, built in 0.003200
period read 21.0801 nm, built in 21.0672 nm
\end{verbatim}
